**Thyristor turn-on: small-signal gains and avalanche multiplication**

The program tests the turn-on condition $M_p\tilde\alpha_1+M_n\tilde\alpha_2=1$. Here $\tilde\alpha_1$ and $\tilde\alpha_2$ are the small-signal common-base gains of the pnp and npn parts, and $M_p$ and $M_n$ are the multiplication factors of holes and electrons entering the blocking junction. It asserts that the multiplication formulas agree with direct solutions of the carrier equations, and that the eigenvalues of the charge balances change sign at the stated condition for 400 random cases. It also asserts that the critical gate current agrees with a direct maximization, and that the anode-voltage peaks lie where the condition puts them. Time integration at 1000 V must stay off 1% below the critical gate current and turn on 1% above it. For the silicon example the output gives a critical gate current of 9.19 mA/cm² at 1000 V, where the multiplied sum of dc gains is only 0.58. Breakover without gate current comes at about 1315 V, below the junction's own breakdown at about 1403 V.

## Program and output

```python
"""Thyristor turn-on with avalanche multiplication at the blocking junction.

Result under test: the off state loses stability when
    Mp*a1 + Mn*a2 = 1,
where a1, a2 are SMALL-SIGNAL common-base gains of the pnp and npn parts,
and Mp, Mn multiply holes entering from the n base and electrons entering
from the p base. Without avalanche, Mp = Mn = 1.
Currents are densities in A/cm2, lengths in cm, fields in V/cm.
The p-n-p-n example uses rough typical silicon parameters.
JA, JG, JK: anode, gate, cathode current; JK = JA + JG.
Je: injected emitter current; vbe: cathode-emitter junction voltage.
"""
from dataclasses import dataclass, replace
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid, solve_ivp
from scipy.optimize import brentq, minimize_scalar

q = const.e
kB_eV = const.k / const.e
eps = 11.7 * const.epsilon_0 / 100.0       # F/cm


@dataclass(frozen=True)
class Device:
    doping: float = 1e14                 # n-base donors, cm^-3
    base: float = 250e-4                 # n-base width
    Lp: float = 110e-4                   # hole diffusion length
    Dp: float = 12.0                     # hole diffusivity, cm2/s
    transport: float = 0.90              # npn gain without emitter short
    short: float = 50.0                  # emitter short, ohm cm2
    Js: float = 1e-12                    # emitter saturation current
    ni: float = 1e10                     # intrinsic density, cm^-3
    tau_g: float = 1e-5                  # generation lifetime, s
    temperature: float = 300.0           # K
    An: float = 7.03e5                   # electron ionization prefactor, 1/cm
    Bn: float = 1.23e6                   # electron ionization field
    Ap: float = 1.58e6                   # hole ionization prefactor, 1/cm
    Bp: float = 2.04e6                   # hole ionization field
    avalanche: bool = True

    @property
    def Vt(self):
        return kB_eV * self.temperature

    @property
    def generation(self):
        return q * self.ni / self.tau_g  # A/cm3


def depletion_width(V, d):
    return np.sqrt(2 * eps * V / (q * d.doping))


def ionization(x, d):
    field = np.maximum(q * d.doping * x / eps, 1.0)
    if not d.avalanche:
        return np.zeros_like(field), np.zeros_like(field)
    return d.An * np.exp(-d.Bn / field), d.Ap * np.exp(-d.Bp / field)


def junction(V, d):
    """Return D=1/Mp, kappa=Mn/Mp, generated current times D, and alpha1."""
    W = depletion_width(V, d)
    x = np.linspace(0.0, W, 4001)
    an, ap = ionization(x, d)
    weight = np.exp(-cumulative_trapezoid(ap - an, x, initial=0.0))
    D = 1.0 - trapezoid(ap * weight, x)
    source = d.generation * trapezoid(weight, x)
    alpha1 = 1.0 / np.cosh((d.base - W) / d.Lp)
    return D, weight[-1], source, alpha1


def emitter(vbe, d):
    Je = d.Js * np.expm1(vbe / d.Vt)
    return Je, Je + vbe / d.short


def threshold(V, d):
    """Critical gate current from the small-signal gain condition."""
    D, kappa, source, a1 = junction(V, d)
    needed = (D - a1) / kappa
    Je = d.Vt * needed / (d.short * (d.transport - needed)) - d.Js
    vbe = d.Vt * np.log((Je + d.Js) / d.Js)
    JK = Je + vbe / d.short
    JA = (kappa * d.transport * Je + source) / (D - a1)
    return dict(JG=JK - JA, JA=JA, JK=JK, Je=Je, vbe=vbe, needed=needed,
                Mp=1 / D, Mn=kappa / D, a1=a1, a2dc=d.transport * Je / JK)


def breakdown(d):
    return brentq(lambda V: junction(V, d)[0], 500.0, 3000.0)


def breakover(d):
    if d.avalanche:
        def open_base(V):
            D, _, _, a1 = junction(V, d)
            return D - a1
        top = brentq(open_base, 300.0, breakdown(d)) * (1 - 1e-7)
    else:
        top = q * d.doping * d.base**2 / (2 * eps) * (1 - 1e-4)
    return brentq(lambda V: threshold(V, d)["JG"], 500.0, top)


def shoot_total(V, d, hole_in, electron_in, generation):
    """Total current by direct solution of the two carrier equations."""
    W = depletion_width(V, d)

    def propagate(start, g):
        def rhs(x, y):
            an, ap = ionization(x, d)
            created = ap * y[0] + an * y[1] + g
            return [created, -created]
        ans = solve_ivp(rhs, (0, W), start, method="DOP853",
                        rtol=1e-10, atol=1e-14, max_step=W / 60)
        assert ans.success
        return ans.y[:, -1]

    particular = propagate([hole_in, 0.0], generation)
    unit = propagate([0.0, 1.0], 0.0)
    electron_out = (electron_in - particular[1]) / unit[1]
    return hole_in + electron_out


dev = Device()
V_test = 1000.0
V_break = breakdown(dev)
V_bo = breakover(dev)
at = threshold(V_test, dev)

# Multiplication factors against direct carrier-equation solutions.
for V in (V_test, 1200.0):
    D, kappa, source, _ = junction(V, dev)
    direct = [shoot_total(V, dev, 1.0, 0.0, 0.0),
              shoot_total(V, dev, 0.0, 1.0, 0.0),
              shoot_total(V, dev, 0.0, 0.0, 1.0)]
    formula = [1 / D, kappa / D, source / dev.generation / D]
    # The formula uses a trapezoidal grid, hence the finite tolerance.
    assert np.allclose(direct, formula, rtol=2e-5)
    if V == V_test:
        Mp_direct, Mn_direct, length_direct = direct
Jgen_direct = dev.generation * length_direct

# Stability from charge balances, for random gains and storage times.
rng = np.random.default_rng(4)
outcomes = [0, 0]
for trial in range(400):
    a1, a2 = rng.uniform(0.05, 0.95, 2)
    Mp, Mn = (1.0, 1.0) if trial % 2 else rng.uniform(1.0, 3.0, 2)
    t1, t2 = rng.uniform(0.2, 5.0, 2)

    def charge_rates(charge):
        c1, c2 = charge[0] / t1, charge[1] / t2
        total = Mp * c1 + Mn * c2
        return np.array([total - c1 - c1 * (1 - a1) / a1,
                         total - c2 - c2 * (1 - a2) / a2])

    matrix = np.column_stack([charge_rates(v) for v in np.eye(2)])
    grows = np.linalg.eigvals(matrix).real.max() > 0
    assert grows == (Mp * a1 + Mn * a2 > 1)
    if Mp == Mn == 1.0:
        assert grows == (a1 * a2 / ((1 - a1) * (1 - a2)) > 1)
    outcomes[int(grows)] += 1
assert min(outcomes) > 20

# Gate threshold by direct maximization of the static characteristic.
def gate_current(vbe):
    Je, JK = emitter(vbe, dev)
    JA = (Mn_direct * dev.transport * Je + Jgen_direct) / (1 - Mp_direct * at["a1"])
    return JK - JA


gate_peak = minimize_scalar(lambda v: -gate_current(v), bounds=(0.2, 0.65),
                            method="bounded", options={"xatol": 1e-10})
assert np.isclose(-gate_peak.fun, at["JG"], rtol=2e-5)


# Anode-voltage peak at fixed gate current.
def anode_voltage(vbe, JG):
    Je, JK = emitter(vbe, dev)
    JA = JK - JG

    def balance(V):
        D, kappa, source, a1 = junction(V, dev)
        return JA * (D - a1) - kappa * dev.transport * Je - source
    return brentq(balance, 20.0, V_break)


peak = minimize_scalar(lambda v: -anode_voltage(v, at["JG"]),
                       bounds=(at["vbe"] - 0.004, at["vbe"] + 0.004),
                       method="bounded", options={"xatol": 1e-8})
assert np.isclose(-peak.fun, V_test, rtol=1e-6)
peak_open = minimize_scalar(lambda v: -anode_voltage(v, 0.0),
                            bounds=(0.1, 0.55), method="bounded",
                            options={"xatol": 1e-8})
assert np.isclose(-peak_open.fun, V_bo, rtol=1e-6)

# Nonlinear transient from zero stored charge, with J2 voltage held fixed.
t1 = (dev.base - depletion_width(V_test, dev))**2 / (2 * dev.Dp)
t2 = 2e-7                                  # p-base transit time, s
C3 = 1e-7                                  # emitter capacitance, F/cm2


def transient(JG):
    def total_current(y):
        Je = dev.Js * np.expm1(min(y[1] / dev.Vt, 60.0))
        return Mp_direct * y[0] + Mn_direct * dev.transport * Je + Jgen_direct

    def rhs(t, y):
        c1, v = y
        Je = dev.Js * np.expm1(min(v / dev.Vt, 60.0))
        total = total_current(y)
        c2 = dev.transport * Je
        storage = C3 + t2 * dev.transport * (Je + dev.Js) / dev.Vt
        return [(total - c1 / at["a1"]) / t1,
                (total - c2 + JG - (Je - c2) - v / dev.short) / storage]

    def latched(t, y):
        return total_current(y) - 1.0
    latched.terminal = True
    latched.direction = 1
    ans = solve_ivp(rhs, (0.0, 5e-3), [0.0, 0.0], method="LSODA",
                    events=latched, rtol=1e-8, atol=1e-12)
    assert ans.success
    return ans, total_current(ans.y[:, -1])


below, J_below = transient(0.99 * at["JG"])
above, J_above = transient(1.01 * at["JG"])
assert len(below.t_events[0]) == 0 and J_below < at["JA"]
assert len(above.t_events[0]) == 1
dc_sum = at["Mp"] * at["a1"] + at["Mn"] * at["a2dc"]
assert dc_sum < 1.0

# Comparisons and estimates of omitted effects.
no_av = replace(dev, avalanche=False)
V_no_av = breakover(no_av)
assert V_no_av > V_break > V_bo
hot_T = 398.0
gap_intercept = 1.20                       # linearized silicon gap, eV
ni_ratio = (hot_T / 300)**1.5 * np.exp(
    -gap_intercept / (2 * kB_eV) * (1 / hot_T - 1 / 300))
hot = replace(dev, temperature=hot_T, ni=dev.ni * ni_ratio,
              Js=dev.Js * ni_ratio**2)
hard = replace(dev, Bn=1.05 * dev.Bn, Bp=1.05 * dev.Bp)
longer = replace(dev, Lp=1.10 * dev.Lp)
bo = threshold(V_bo, dev)


def injection_ratio(V, JA):
    w = dev.base - depletion_width(V, dev)
    return JA * dev.Lp * np.tanh(w / dev.Lp) / (q * dev.Dp * dev.doping)


v_low = brentq(lambda v: emitter(v, dev)[1] - 1e-3, 0.0, 0.6)
V_low = anode_voltage(v_low, 0.0)
W_test = depletion_width(V_test, dev)
peak_field = q * dev.doping * depletion_width(V_bo, dev) / eps
mass = 0.2 * const.m_e
tunnel_field = (np.pi * np.sqrt(mass) * (1.12 * q)**1.5
                / (2 * np.sqrt(2) * q * const.hbar)) / 100
ramp = at["JG"] * (1 - at["Mp"] * at["a1"]) / (eps / W_test) / 1e6
load = 10.0                                # ohm cm2


def fixed_injection_current(V):
    D, kappa, source, a1 = junction(V, dev)
    return (a1 * at["JA"] + kappa * dev.transport * at["Je"] + source) / D


load_shift = load * (fixed_injection_current(V_test + 1)
                     - fixed_injection_current(V_test - 1)) / 2

print(f"Donor density: {dev.doping:.1e} cm^-3; n base: {dev.base*1e4:.0f} um")
print(f"Hole diffusion length: {dev.Lp*1e4:.0f} um; Dp: {dev.Dp:.0f} cm2/s")
print(f"npn transport gain T: {dev.transport:.2f}; short: {dev.short:.0f} ohm cm2")
print(f"Emitter Js: {dev.Js:.1e} A/cm2; kT/q: {dev.Vt*1e3:.2f} mV")
print(f"ni: {dev.ni:.1e} cm^-3; generation lifetime: {dev.tau_g*1e6:.0f} us")
print(f"Electron ionization: {dev.An:.3e} /cm, {dev.Bn/1e6:.2f} MV/cm")
print(f"Hole ionization: {dev.Ap:.3e} /cm, {dev.Bp/1e6:.2f} MV/cm")
print("V(V)  alpha1  Mp     Mn     needed a2  JG(mA/cm2)  JG no avalanche")
for V in (400.0, 800.0, 1000.0, 1200.0):
    r, r0 = threshold(V, dev), threshold(V, no_av)
    print(f"{V:5.0f} {r['a1']:.4f} {r['Mp']:.4f} {r['Mn']:.4f} "
          f"{r['needed']:.4f} {r['JG']*1e3:.3f} {r0['JG']*1e3:.3f}")
print(f"Needed a2 at 1000 V without avalanche: {threshold(V_test, no_av)['needed']:.4f}")
print(f"Depletion width at 1000 V: {W_test*1e4:.1f} um")
print(f"Threshold at 1000 V: vbe = {at['vbe']:.4f} V")
print(f"Threshold Je, JA, JK: {at['Je']*1e3:.4f}, {at['JA']*1e3:.4f}, {at['JK']*1e3:.4f} mA/cm2")
print(f"Threshold dc alpha2: {at['a2dc']:.5f}; multiplied dc sum: {dc_sum:.4f}")
print(f"Gate threshold by direct maximum: {-gate_peak.fun*1e3:.3f} mA/cm2")
print(f"Anode-voltage peak at that gate current: {-peak.fun:.3f} V")
print(f"Transient t1, t2: {t1*1e6:.2f}, {t2*1e6:.2f} us; C3: {C3*1e6:.2f} uF/cm2")
print(f"Gate 1% below: JA settles at {J_below*1e3:.4f} mA/cm2")
print(f"Gate 1% above: JA reaches 1 A/cm2 after {above.t[-1]*1e6:.1f} us")
print(f"Random stability cases: {outcomes[0]} decay, {outcomes[1]} grow")
print(f"Breakover voltage, zero gate: {V_bo:.1f} V")
print(f"At breakover: alpha1 = {bo['a1']:.4f}, Mp = {bo['Mp']:.4f}, Mn = {bo['Mn']:.3f}")
print(f"At breakover: Mp*alpha1 = {bo['Mp']*bo['a1']:.6f}; needed a2 = {bo['needed']:.3e}")
print(f"At breakover: JA = {bo['JA']*1e3:.3f} mA/cm2")
print(f"Junction avalanche breakdown: {V_break:.1f} V")
print(f"Hypothetical breakover without avalanche: {V_no_av:.1f} V")
print(f"At 398 K, partial estimate: breakover {breakover(hot):.1f} V")
print(f"At 398 K, 1000 V: gate threshold {threshold(V_test, hot)['JG']*1e3:.3f} mA/cm2")
print(f"Ionization fields +5%: breakover {breakover(hard):.1f} V")
print(f"Diffusion length +10%: breakover {breakover(longer):.1f} V")
print(f"Injected holes/donors at 1000 V threshold: {injection_ratio(V_test, at['JA']):.3f}")
print(f"Injected holes/donors at breakover: {injection_ratio(V_bo, bo['JA']):.3f}")
print(f"Zero-gate voltage at JA = 1 mA/cm2: {V_low:.1f} V")
print(f"Mobile/fixed charge at breakover (v=1e7 cm/s): {bo['JA']/(q*1e7*dev.doping):.2e}")
print(f"p-side voltage share for 1e17 cm^-3 acceptors: {dev.doping/(dev.doping+1e17):.2e}")
print(f"Peak field at breakover: {peak_field/1e6:.4f} MV/cm")
print(f"Tunnelling exponent at that field (mass 0.2 me): {tunnel_field/peak_field:.1f}")
print(f"Ramp estimate for turn-on near 1000 V: {ramp:.1f} V/us")
print(f"Load {load:.0f} ohm cm2: shift of threshold gain sum {load_shift:.2e}")
print(f"Heating at breakover: {V_bo*bo['JA']:.2f} W/cm2")
print("all assertions hold")
```

Running it gives:

```
Donor density: 1.0e+14 cm^-3; n base: 250 um
Hole diffusion length: 110 um; Dp: 12 cm2/s
npn transport gain T: 0.90; short: 50 ohm cm2
Emitter Js: 1.0e-12 A/cm2; kT/q: 25.85 mV
ni: 1.0e+10 cm^-3; generation lifetime: 10 us
Electron ionization: 7.030e+05 /cm, 1.23 MV/cm
Hole ionization: 1.580e+06 /cm, 2.04 MV/cm
V(V)  alpha1  Mp     Mn     needed a2  JG(mA/cm2)  JG no avalanche
  400 0.3813 1.0000 1.0062 0.6149 10.252 10.262
  800 0.4866 1.0030 1.3479 0.3797 9.691 10.000
 1000 0.5345 1.0210 2.3209 0.1957 9.190 9.888
 1200 0.5802 1.1472 6.7140 0.0498 8.381 9.782
Needed a2 at 1000 V without avalanche: 0.4655
Depletion width at 1000 V: 113.7 um
Threshold at 1000 V: vbe = 0.4856 V
Threshold Je, JA, JK: 0.1437, 0.6652, 9.8553 mA/cm2
Threshold dc alpha2: 0.01312; multiplied dc sum: 0.5762
Gate threshold by direct maximum: 9.190 mA/cm2
Anode-voltage peak at that gate current: 1000.000 V
Transient t1, t2: 7.74, 0.20 us; C3: 0.10 uF/cm2
Gate 1% below: JA settles at 0.3454 mA/cm2
Gate 1% above: JA reaches 1 A/cm2 after 106.1 us
Random stability cases: 135 decay, 265 grow
Breakover voltage, zero gate: 1314.8 V
At breakover: alpha1 = 0.6054, Mp = 1.6498, Mn = 20.878
At breakover: Mp*alpha1 = 0.998829; needed a2 = 5.607e-05
At breakover: JA = 5.367 mA/cm2
Junction avalanche breakdown: 1402.9 V
Hypothetical breakover without avalanche: 4681.5 V
At 398 K, partial estimate: breakover 1152.5 V
At 398 K, 1000 V: gate threshold 1.883 mA/cm2
Ionization fields +5%: breakover 1427.5 V
Diffusion length +10%: breakover 1302.6 V
Injected holes/donors at 1000 V threshold: 0.032
Injected holes/donors at breakover: 0.244
Zero-gate voltage at JA = 1 mA/cm2: 1314.1 V
Mobile/fixed charge at breakover (v=1e7 cm/s): 3.35e-05
p-side voltage share for 1e17 cm^-3 acceptors: 9.99e-04
Peak field at breakover: 0.2017 MV/cm
Tunnelling exponent at that field (mass 0.2 me): 105.8
Ramp estimate for turn-on near 1000 V: 45.8 V/us
Load 10 ohm cm2: shift of threshold gain sum 1.36e-05
Heating at breakover: 7.06 W/cm2
all assertions hold
```
